\section*{Why round-off does not spoil inverse iteration near an eigenvalue}

\section*{Whether to keep a shift that makes the matrix singular}

An eigenvalue has been computed to nearly full working precision and its eigenvector is now needed. One step of inverse iteration will give it: subtract the eigenvalue from the diagonal, solve a linear system, normalize. The linear solver then reports that the matrix is singular to working precision and that the solution may have no correct digits. The decision is whether to detune the shift until the warning disappears, or to keep it and use the vector.

For a real symmetric matrix with a well-separated eigenvalue, the shift should be kept. The warning about the solution is correct: its length, and even its sign, may be wrong. But the near-singularity that enlarges the error does so along the wanted eigenvector alone, and normalization discards the length. Detuning far enough to remove the warning makes the linear solution more accurate and, for one step from a general start, the eigenvector worse.

\section*{What is solved and what is wanted}

Let $A$ be real symmetric, with orthonormal eigenvectors $v_j$ and eigenvalues $\lambda_j$. The wanted pair is $(\lambda,v)$. For a shift $\sigma$ define
\begin{equation}
M=A-\sigma I,\qquad \delta=\lambda-\sigma,\qquad
g=\min_{v_j\ne v}|\lambda_j-\sigma| ,
\end{equation}
with $\delta\neq0$ and $g>0$. Here $g$ is the distance from the shift to the nearest unwanted eigenvalue. Norms are Euclidean for vectors and spectral for matrices. The projector $P=I-vv^T$ removes the component along $v$, and it commutes with $M$ because $v$ is an eigenvector.

One step solves $Mx=b$. Taking the product with $v_j$ gives $(\lambda_j-\sigma)\,v_j^Tx=v_j^Tb$, so
\begin{equation}
x=\sum_j\frac{v_j^Tb}{\lambda_j-\sigma}\,v_j .
\label{eq:exact}
\end{equation}
With $\beta=v^Tb$, the wanted component is $\beta/\delta$, while the rest of $x$ is no longer than $\|Pb\|/g$. A small $\delta$ is therefore what makes the method work. The same small $\delta$ makes the condition number of $M$ large. The question is what that does to a computed solution.

\section*{What a stable solver guarantees}

Let $\hat x$ be the computed vector and define
\begin{equation}
r=b-M\hat x,\qquad \eta=\frac{\|r\|}{\|\hat x\|}.
\end{equation}
The number $\eta$ has the units of $M$. To see its meaning, set $E=r\hat x^T/\|\hat x\|^2$. Then $E\hat x=r$, and hence
\begin{equation}
(M+E)\hat x=M\hat x+r=b,\qquad \|E\|=\frac{\|r\|\,\|\hat x\|}{\|\hat x\|^2}=\eta .
\end{equation}
The computed vector solves exactly a system whose matrix is wrong by $\eta$. No smaller change would do, since any $E$ with $(M+E)\hat x=b$ satisfies $E\hat x=r$ and so has norm at least $\eta$.

A backward stable solver is one for which $\eta$ is a modest multiple of $\epsilon\|M\|$, with $\epsilon$ the machine precision, however ill-conditioned $M$ is. This is the assumption about the solver. Elimination with row exchanges normally meets it, and $\eta$ can be measured when there is doubt.

Stability limits $\|r\|$ relative to $\|\hat x\|$, not relative to $\|b\|$. When $\hat x$ is huge, the residual may be as large as the right-hand side, or larger. As a solution of $Mx=b$ such a vector is useless. As an eigenvector it may be excellent.

\section*{Where the error goes}

Let $e=\hat x-x$. Since $M\hat x=b-r$ and $Mx=b$, subtraction gives $Me=-r$. Its component along $v$ is
\begin{equation}
\delta\,v^Te=-v^Tr
\quad\Longrightarrow\quad
v^Te=-\frac{v^Tr}{\delta}.
\label{eq:along}
\end{equation}
Orthogonal to $v$, every eigenvalue of $M$ has magnitude at least $g$, so
\begin{equation}
\|Pe\|\le\frac{\|Pr\|}{g}\le\frac{\eta\|\hat x\|}{g}.
\label{eq:off}
\end{equation}
The small denominator appears in the first expression and not in the second. Round-off supplies a residual with components in many directions, and the inverse matrix magnifies one of them by $1/|\delta|$ and the others by at most $1/g$.

The sine of the angle between $e$ and the line of $v$ is $\|Pe\|/\|e\|$. Equation~\eqref{eq:off} therefore gives
\begin{equation}
\sin\angle(e,v)\le\frac{\eta}{g}\,\frac{\|\hat x\|}{\|e\|}.
\label{eq:errordir}
\end{equation}
If the error is comparable with the computed vector and $\eta\ll g$, the error must lie almost along $v$. No statistical assumption about the rounding errors is needed. If $v^Tr$ happens to be very small, the error need not point along $v$, but then it is not large either.

\section*{How good the normalized vector is}

It remains to exclude the possibility that the error cancels the wanted component and leaves a short vector of arbitrary direction. The component of $M\hat x=b-r$ along $v$ reads $\beta=\delta\,v^T\hat x+v^Tr$. Since $|v^T\hat x|\le\|\hat x\|$ and $|v^Tr|\le\eta\|\hat x\|$,
\begin{equation}
|\beta|\le(|\delta|+\eta)\|\hat x\|
\quad\Longrightarrow\quad
\frac{1}{\|\hat x\|}\le\frac{|\delta|+\eta}{|\beta|}\qquad(\beta\ne0).
\label{eq:long}
\end{equation}
Complete cancellation is impossible because the residual is tied to the length of $\hat x$: a short vector would have a small residual, which could not cancel $\beta$.

Orthogonal to $v$, the same equation gives
\begin{equation}
\|P\hat x\|\le\frac{\|Pb\|+\|Pr\|}{g}\le\frac{\|Pb\|+\eta\|\hat x\|}{g}.
\label{eq:offx}
\end{equation}
Dividing by $\|\hat x\|$ and inserting \eqref{eq:long} in the term with $\|Pb\|$ yields
\begin{equation}
\sin\angle(\hat x,v)\le\frac1g\left[\eta+\frac{\|Pb\|}{|\beta|}\,(|\delta|+\eta)\right].
\label{eq:main}
\end{equation}
There is no division by $\delta$. For $\eta\ll|\delta|\ll g$, and a start with $\|Pb\|/|\beta|$ not small, the bound falls in proportion to $|\delta|$, as for exact arithmetic. For $|\delta|\ll\eta$ it levels off at $\eta/g$ times $1+\|Pb\|/|\beta|$. With such a close shift, a second step starts from a vector with small $\|Pb\|/|\beta|$, so its bound is close to $\eta/g$.

This level reflects the sensitivity of the eigenvector itself. Let a symmetric change $F$ of $A$ turn $v$ into $v+w$, with $w$ orthogonal to $v$. To first order, the component of the eigenvalue equation along another $v_j$ is $(\lambda_j-\lambda)v_j^Tw=-v_j^TFv$. Hence $\|w\|$ is at most $\|F\|$ divided by the distance from $\lambda$ to its nearest neighbour. If $A$ is uncertain by about $\eta$ in norm, its eigenvector is already uncertain by up to about $\eta/g$.

\section*{Sizes in a double well}

Take a particle of unit mass in a box with hard walls at $\pm4$ bohr, in Hartree atomic units. The kinetic energy is the three-point finite difference on 31 interior points with spacing 0.25 bohr, and a barrier of 1 hartree covers the nine central points. The two lowest levels of this matrix are 0.353296 and 0.388972 hartree. The ground state is sought from a normalized ramp, $b_i\propto i$ with $i=1,\dots,31$. Elimination in double precision is compared with a 50-digit solution for the same stored $A$, $\sigma$ and $b$, with $A-\sigma I$ formed without rounding. The values of $\eta$ below therefore include the rounding made in forming $M$ as well as that of the elimination.

\begin{center}
\begin{tabular}{ccccc}
$|\delta|$ (hartree) & $\|e\|/\|x\|$ & $\sin\angle(e,v)$ & $\sin\angle(\hat x,v)$ & $\sin\angle(x,v)$\\
$1.0\times10^{-2}$ & $1.3\times10^{-14}$ & $0.36$ & $0.11$ & $0.11$\\
$1.0\times10^{-5}$ & $1.2\times10^{-11}$ & $6.4\times10^{-4}$ & $1.4\times10^{-4}$ & $1.4\times10^{-4}$\\
$1.0\times10^{-8}$ & $4.7\times10^{-8}$ & $5.5\times10^{-8}$ & $1.4\times10^{-7}$ & $1.4\times10^{-7}$\\
$1.0\times10^{-11}$ & $4.0\times10^{-5}$ & $5.5\times10^{-10}$ & $1.4\times10^{-10}$ & $1.4\times10^{-10}$\\
$1.0\times10^{-14}$ & $7.5\times10^{-2}$ & $3.4\times10^{-14}$ & $1.3\times10^{-13}$ & $1.4\times10^{-13}$\\
$8.4\times10^{-18}$ & $1.0$ & $5.9\times10^{-17}$ & $7.6\times10^{-15}$ & $1.2\times10^{-16}$
\end{tabular}
\end{center}

Down the table the linear solution deteriorates from an error of order $10^{-14}$ to one of 100\%, relative to the exact solution. Over the same range the computed eigenvector improves by thirteen orders of magnitude. In the first row the error does not point along $v$, but it is negligible. As it grows, it turns towards $v$.

The last row uses the double-precision number nearest to the eigenvalue, for which $\delta=-8.42\times10^{-18}$ hartree and the condition number is $3.8\times10^{18}$. The start has $\beta=0.814$ and $\|Pb\|=0.581$. The residual has $v^Tr=0.833$ and $\|Pr\|=2.32$, so
\begin{equation}
\|r\|=\sqrt{0.833^2+2.32^2}\approx2.46 ,
\end{equation}
more than twice $\|b\|=1$. Yet $\|\hat x\|=2.30\times10^{15}$ hartree$^{-1}$, and
\begin{equation}
\eta=\frac{2.46}{2.30\times10^{15}}\approx1.07\times10^{-15}\ \text{hartree},
\end{equation}
which is $0.15\,\epsilon\|M\|$. The solver has done its job.

Along $v$, the exact and computed components are
\begin{align}
v^Tx&=\frac{\beta}{\delta}=\frac{0.814}{-8.42\times10^{-18}}\approx-9.7\times10^{16}\ \text{hartree}^{-1},\\
v^T\hat x&=\frac{\beta-v^Tr}{\delta}=\frac{0.81364-0.83298}{-8.42\times10^{-18}}\approx+2.3\times10^{15}\ \text{hartree}^{-1}.
\end{align}
The computed solution is about forty times too short and has the wrong sign. Much of this arises before the elimination: rounding the diagonal of $M$ moves its smallest eigenvalue by about $+1.9\times10^{-16}$ hartree, far more than $|\delta|$ and in the opposite direction, so even an exact solution of the rounded system has $v^T\hat x\approx+4.5\times10^{15}$ hartree$^{-1}$. The factor and the sign depend on the details of the rounding, and another stable solver will give other values. Their difference is the error component $9.9\times10^{16}$ hartree$^{-1}$, in agreement with \eqref{eq:along}. Orthogonal to $v$ the error is just $5.8$ hartree$^{-1}$. The bound \eqref{eq:off}, with $g=0.0357$ hartree, allows $2.32/0.0357\approx65$ hartree$^{-1}$.

The unwanted part of $\hat x$ has length $17.4$ hartree$^{-1}$, so the sine of its angle with $v$ is
\begin{equation}
\frac{17.4}{2.30\times10^{15}}\approx7.6\times10^{-15}.
\end{equation}
Equation~\eqref{eq:main} gives the upper limit
\begin{equation}
\frac{1.07\times10^{-15}+(0.581/0.814)(1.08\times10^{-15})}{0.0357}\approx5.2\times10^{-14}.
\end{equation}
Round-off is not free of cost: the exact solution would have had a sine of $1.2\times10^{-16}$, about sixty times smaller. It is forty times longer, and its unwanted part, $1.21\times10^{-16}\times9.66\times10^{16}\approx11.7$ hartree$^{-1}$, is shorter than the $17.4$ hartree$^{-1}$ of $\hat x$. The loss stays within the level $\eta/g\approx3\times10^{-14}$. A second step gives $6.1\times10^{-15}$, hardly better than the first, as expected once that level has been reached.

Repeating the solve in single precision raises $\eta$ to $1.1\times10^{-6}$ hartree and the sine to $7.2\times10^{-7}$. The corresponding limit is $5.1\times10^{-5}$. This $\eta$ includes the rounding of $M$ and $b$ to single precision. The angle deteriorates with the backward error, although the nominal shift is unchanged.

\section*{When the vector cannot be trusted}

\subsection*{A neighbouring eigenvalue within the backward error}

The argument needs $\eta\ll g$. Raise the barrier to 1000 hartree, and the two lowest states become a tunnelling doublet split by $2.1\times10^{-20}$ hartree, far below the $\eta=7.9\times10^{-16}$ hartree of that solve. The start is now a constant vector, which is even under reflection. The ground state is even and its partner odd, so the exact solution contains no partner at all; its angle with $v$ has a sine of $10^{-18}$. The computed vector has a sine of 0.60, an angle of about $37^\circ$. Round-off has mixed in the odd state, by an amount that depends on the details of the rounding.

What survives is the plane of the doublet. Let $P_2$ remove both its states, and let $g_2$ be the distance from the shift to the nearest level outside it. The steps leading to \eqref{eq:offx} then give
\begin{equation}
\|P_2\hat x\|\le\frac{\|P_2b\|+\|P_2r\|}{g_2},
\end{equation}
and \eqref{eq:long} still makes $\hat x$ long. The sine of the angle between $\hat x$ and the plane is $6\times10^{-17}$ here. The vector is an accurate member of the doublet, but not the requested one.

If any state of the doublet will serve, nothing needs repair. If both are needed, solve from two independent starts, orthogonalize the results and check that they remain independent. If parity matters, set up the matrix separately for even and odd functions. The partner is then absent from each problem, and $g$ is the distance to the next level of the same parity.

\subsection*{A start without the wanted component}

For $\beta=0$ the lower limit on $\|\hat x\|$ is empty. In the original double well, an odd start has no component along the even ground state. With $|\delta|=10^{-8}$ hartree the computed vector is practically orthogonal to $v$, with a sine of 1.0000.

The reason follows from $v^T\hat x=-v^Tr/\delta$. The fraction of $\hat x$ along $v$ is at most $\eta/|\delta|$, which is about $10^{-7}$ if $\eta$ is near $10^{-15}$ hartree, as in the closest-shift solve. At a much closer shift round-off may supply the missing component, but nothing guarantees it. A start without the symmetry of the problem is safer.

\subsection*{An unstable elimination}

Near-singularity is harmless only if the solver remains stable. Consider
\begin{equation}
A=\begin{pmatrix}0&1&1\\1&1&2\\1&2&3\end{pmatrix},\qquad
v=\frac{1}{\sqrt3}\begin{pmatrix}1\\1\\-1\end{pmatrix},\qquad Av=0,
\end{equation}
with $\sigma=-2^{-60}$ and $b=(1,0,0)^T$. In double precision the shift changes just the first diagonal entry, to $2^{-60}$.

Without row exchanges this tiny entry is the first pivot, and both multipliers are $2^{60}$. The remaining entries $1-2^{60}$, $2-2^{60}$ and $3-2^{60}$ all round to $-2^{60}$, so the numbers 1, 2 and 3 are lost. The last pivot and its right-hand side are then zero. With a small number put in place of the pivot, back substitution gives $\hat x=(0,1,0)^T$. Its residual is $(0,-1,-2)^T$ to the digits shown, so $\eta=\sqrt5\approx2.24$, and the sine of its angle with $v$ is $\sqrt{2/3}\approx0.82$.

With row exchanges the multipliers do not exceed one in magnitude. The same matrix and start give $\eta=3.8\times10^{-16}$ and a sine of $5.4\times10^{-16}$.

In this second run too the last pivot rounds to zero and is replaced by $\tau=\epsilon\max_{ij}|M_{ij}|$. The replacement is safe because, in a factorization $LU$, adding $\tau$ to the pivot in column $c$ changes the product by $\tau$ times column $c$ of $L$, placed in column $c$. With row exchanges the entries of $L$ are at most one in magnitude, so for $n$ rows the change has norm at most $\sqrt n\,\tau$. It is one more small backward error.

\subsection*{Matrices that are not symmetric}

The factor $1/g$ in \eqref{eq:off} rests on orthonormal eigenvectors. Without them the inverse can magnify a residual by much more than the distances to the eigenvalues suggest, and the bounds above do not apply.

\section*{Running and checking the step}

Use the best available eigenvalue as the shift, factorize with row exchanges, replace a zero pivot by a number of rounding size, and normalize the result to $u=\hat x/\|\hat x\|$. Rayleigh quotient iteration, which takes a new shift from each vector, meets the same nearly singular systems as it converges, and the same reasoning applies to each solve.

The condition number and the ratio $\|r\|/\|b\|$ are the wrong acceptance tests. In the double well the first was $3.8\times10^{18}$ and the second 2.46, for a vector accurate to $10^{-14}$. The useful quantity is the eigenvalue residual $\|Mu\|$. Because $P$ commutes with $M$,
\begin{equation}
\|Mu\|\ge\|PMu\|=\|MPu\|\ge g\|Pu\|
\quad\Longrightarrow\quad
\sin\angle(u,v)\le\frac{\|Mu\|}{g}.
\label{eq:check}
\end{equation}
From $M\hat x=b-r$ it also follows that $\|Mu\|\le\|b\|/\|\hat x\|+\eta$. A long solution from a stable solver therefore passes the test. In the example,
\begin{equation}
\frac{\|Mu\|}{g}\le\frac{4.4\times10^{-16}+1.07\times10^{-15}}{0.0357}\approx4\times10^{-14}.
\end{equation}
Evaluated in working precision, $\|Mu\|$ itself may carry an error up to order $\epsilon\|M\|$, so it can confirm a residual of that size but cannot be relied on below it. Here $\epsilon\|M\|\approx7.2\times10^{-15}$ hartree, and the check certifies a sine of order $\epsilon\|M\|/g\approx2\times10^{-13}$.

The outcome of the check decides what to do next:
\begin{itemize}
\item If $\|Mu\|$ is well above $\epsilon\|M\|$, take another step, starting from $u$. If that does not help, examine the start, the shift and the stability of the solver. Even for $u=v$ the residual equals $|\delta|$, so an inaccurate shift sets a floor on $\|Mu\|$ that further steps cannot lower. The vector itself can go on improving: in the double well with $|\delta|=10^{-8}$ hartree a second step brings the sine to about $3\times10^{-14}$ while $\|Mu\|$ stays at $10^{-8}$ hartree. In that case evaluate \eqref{eq:check} with the Rayleigh quotient $u^TAu$ in place of $\sigma$.
\item If $\|Mu\|$ is near $\epsilon\|M\|$ and $g$ is much larger, the sine is certified to order $\epsilon\|M\|/g$. Accept the vector if that accuracy suffices; then neither a detuned shift nor a more accurate linear solution is needed.
\item If $\|Mu\|$ is near $\epsilon\|M\|$ but $g$ is no larger, the vector is only a member of the subspace of the cluster. Separate the members by symmetry, or repeat the work in higher precision with the shift also recomputed, so that both $|\delta|$ and $\eta$ are well below the splitting; a more precise solve with the old shift is not enough.
\end{itemize}

The numerical check tests the error components and the bounds \eqref{eq:errordir}, \eqref{eq:long} and \eqref{eq:main} against the 50-digit solutions.

\section*{Numbers as computed}
\begin{verbatim}
Grid: 31 points, spacing 0.25 bohr
Barrier: 1 hartree on 9 central points
Ground level: 0.3532957146 hartree
First excited level: 0.3889723466 hartree
Columns: |delta| (hartree), |e|/|x|, sin(e,v), sin(xhat,v), sin(x,v)
1.00e-02  1.31e-14  3.62e-01  1.12e-01  1.12e-01
1.00e-05  1.18e-11  6.44e-04  1.44e-04  1.44e-04
1.00e-08  4.72e-08  5.53e-08  1.44e-07  1.44e-07
1.00e-11  4.01e-05  5.47e-10  1.44e-10  1.44e-10
9.98e-15  7.52e-02  3.36e-14  1.31e-13  1.44e-13
8.42e-18  1.02e+00  5.89e-17  7.60e-15  1.21e-16
Closest shift in detail:
delta: -8.4212e-18 hartree
gap g: 3.5677e-02 hartree
norm of M: 3.2301e+01 hartree
condition number: 3.8357e+18
eta: 1.0724e-15 hartree
eta/(machine epsilon * norm of M): 1.4951e-01
v.b: 8.1364e-01
|P b|: 5.8136e-01
v.r: 8.3298e-01
|P r|: 2.3168e+00
|x|: 9.6619e+16 1/hartree
|xhat|: 2.2959e+15 1/hartree
v.xhat: 2.2959e+15 1/hartree
|P xhat|: 1.7445e+01 1/hartree
v.e: 9.8915e+16 1/hartree
|P e|: 5.8265e+00 1/hartree
bound on sin(xhat,v): 5.1703e-14
Second step sin(xhat,v): 6.0716e-15
Second step eta/g: 2.8208e-14
Single precision eta: 1.0614e-06 hartree
Single precision sin(xhat,v): 7.2218e-07
Single precision bound: 5.1007e-05
Odd start |delta|: 1.0000e-08 hartree
Odd start sin(xhat,v): 1.0000e+00
Doublet case: barrier 1000 hartree, even start
Doublet splitting: 2.1176e-20 hartree
Doublet eta: 7.8930e-16 hartree
Doublet sin(x,v), exact solution: 9.8111e-19
Doublet sin(xhat,v): 6.0146e-01
Doublet sin(xhat,plane): 6.1460e-17
3x3 with row exchanges, eta: 3.8409e-16
3x3 with row exchanges, sine: 5.4390e-16
3x3 without row exchanges, eta: 2.2361e+00
3x3 without row exchanges, sine: 8.1650e-01
\end{verbatim}
